# Steady Velocity of One Carrier on a Periodic Hopping Chain, part 2

One carrier jumps between neighbouring sites of an infinite chain, and we seek its long-time mean velocity $v=d\langle x\rangle/dt$. It leaves site $n$ forward at rate $p_n$ and backward at rate $q_n$, both probabilities per unit time. The two rates on the bond between $n$ and $n+1$ are therefore $p_n$ and $q_{n+1}$. The rates are constant in time and repeat after $N$ sites. One period has length $L$, equal to $Na$ for equal spacing $a$.

Adding the probabilities of all equivalent sites folds the chain onto a ring of $N$ sites, with labels $n=0,\ldots,N-1$ read modulo $N$. $P_n$ is the occupation of all sites of type $n$, with $\sum_nP_n=1$. The net current from $n$ to $n+1$ is

$$J_n=p_nP_n-q_{n+1}P_{n+1}.$$

In the steady state all bonds carry one common current $J$, and $v=LJ$. With $y_n=p_nP_n$ and $\rho_n=q_n/p_n$, constant current gives the recursion

$$y_n=J+\rho_{n+1}y_{n+1}.$$

Its solution uses the product $\Gamma$, the dimensionless sums $S_n$ and the weights $u_n$, which have the unit of time:

$$\Gamma=\prod_{n=0}^{N-1}\rho_n,\qquad S_n=1+\sum_{i=1}^{N-1}\prod_{j=1}^{i}\rho_{n+j},$$

$$u_n=\frac{S_n}{p_n},\qquad U=\sum_{n=0}^{N-1}u_n,$$

$$P_n=\frac{u_n}{U},\qquad J=\frac{1-\Gamma}{U},\qquad v=L\,\frac{1-\Gamma}{U}.$$

These expressions require $p_n>0$ and $q_n\ge0$. The steady state is then unique, and every initial distribution approaches it.

For equal spacing the velocity is also $v=a\sum_n(p_n-q_n)P_n$. If all sites have rates $p$ and $q$, it is $v=a(p-q)$.

The formula was tested against direct solutions of the master equation on random rings, and by following a carrier on a long unfolded chain with unequal bonds from two different starting sites. The computed results at the end include both tests.

### Side traps

In multiple trapping, a carrier may leave the conducting chain for a localized state and later return to the same chain site. Let site $n$ have one such trap, with capture rate $c_n\ge0$ and release rate $r_n>0$. If $Q_n$ is the trap occupation, its steady balance is

$$c_nP_n=r_nQ_n,\qquad Q_n=\frac{c_n}{r_n}P_n .$$

Capture and release therefore cancel in the steady balance of the chain site. The equations for the chain currents are unchanged, and $P_n$ is still proportional to $u_n$. Normalization now includes the traps, $\sum_n(P_n+Q_n)=1$, so that

$$v=L\,\frac{1-\Gamma}{\sum_nu_n(1+c_n/r_n)}.$$

Traps leave the direction unchanged and reduce the speed by adding time spent at rest. With all $c_n=0$ the previous velocity returns. This extension assumes that the trap can exchange its carrier with one chain site alone. A trap joined to two chain sites would open a second path and change the current equations.

### Thermal rates fix the direction

Let site $n$ have energy $E_n$ at zero force, and let a uniform force do work $f$ on the carrier in each forward jump. Positive $f$ favours forward motion. For a bath at temperature $T$, detailed balance on each bond requires

$$\frac{p_n}{q_{n+1}}=\exp\left(\frac{E_n-E_{n+1}+f}{kT}\right).$$

The product of $q_n$ over the ring equals the product of $q_{n+1}$, so

$$\Gamma=\prod_n\frac{q_{n+1}}{p_n}
=\exp\left[-\frac1{kT}\sum_n(E_n-E_{n+1}+f)\right]
=e^{-Nf/kT}.$$

The energy differences cancel around the ring. The sign of $v$ is therefore the sign of $f$, for any energies and any prefactors that obey detailed balance. At $f=0$ the velocity vanishes, even when the energy profile has no mirror symmetry.

The magnitude is another matter. It contains $U$, which depends on the individual rates and, in general, on the order of the sites.

### The zero-field mobility

At zero force, detailed balance makes the two equilibrium flows on a bond equal. Denote their common weight by

$$w_n=p_ne^{-E_n/kT}=q_{n+1}e^{-E_{n+1}/kT}.$$

From the two forms of $w_n$, taken on neighbouring bonds,

$$\rho_{n+j}=\frac{q_{n+j}}{p_{n+j}}=\frac{w_{n+j-1}}{w_{n+j}}.$$

A product of successive ratios telescopes to $w_n/w_{n+i}$. Also $1/p_n=e^{-E_n/kT}/w_n$. The weights at zero force are therefore

$$u_n=\frac{e^{-E_n/kT}}{w_n}\sum_{i=0}^{N-1}\frac{w_n}{w_{n+i}}
=e^{-E_n/kT}R,\qquad R=\sum_m\frac1{w_m}.$$

As expected in equilibrium, the occupations are Boltzmann factors. Their sum gives $U(0)=ZR$, where $Z=\sum_ne^{-E_n/kT}$.

For small $f$, the numerator is $1-e^{-Nf/kT}=Nf/kT$ to first order. It already contains one power of $f$, so the denominator may be taken at $f=0$, provided that the rates are continuous there. Thus

$$v=\frac{N^2a\,f}{kT\,ZR}\quad\text{to first order in }f.$$

Let $F$ be the field magnitude and $e$ the magnitude of the carrier charge, with the force pointing forward. Then $f=eFa$, and the mobility $\mu_0=v/F$ in the limit of small field is

$$\mu_0=\frac{eN^2a^2}{kT\,ZR}.$$

For equal energies, taken as zero, and equal rates $p$, we have $Z=N$ and $R=N/p$. This leaves $\mu_0=ea^2p/kT$. The variance of the position then grows as $2a^2pt$, so the diffusion coefficient is $a^2p$ and the Einstein relation is recovered.

Deep sites enlarge $Z$, and weak bonds enlarge $R$. The bond terms add like resistances in series because a one-dimensional path has no detour.

### A worked chain of six sites

Take a model chain with $N=6$, $a=1$ nm and $T=300$ K, for which $kT=0.025852$ eV. The energies in order are 0, 0.05, −0.03, 0.08, −0.10 and 0.02 eV, and $f=0.01$ eV. The field magnitude is $10^7$ V/m. I use Miller–Abrahams rates: a jump that costs energy $\Delta$, including the work of the force, has rate

$$\nu\exp[-\max(\Delta,0)/kT],\qquad \nu=10^{12}\ \text{s}^{-1}.$$

The prefactor includes tunnelling and is the same for all bonds.

For a forward jump from site 0, $\Delta=0.05-0-0.01=0.04$ eV. For the backward jump to site 5 it is $0.02-0+0.01=0.03$ eV. These give $p_0=2.128\times10^{11}$ s$^{-1}$ and $q_0=3.133\times10^{11}$ s$^{-1}$.

Sites 1, 3 and 5 lie above both neighbours by more than $f$. Their jumps are downhill in both directions, so their ratios $\rho_n$ are 1. The remaining ratios follow from the printed rates:

$$\rho_0=1.4723,\qquad \rho_2=1.4723,\qquad \rho_4=0.045296 .$$

Their product is $\Gamma=0.09818$, which agrees with $e^{-6f/kT}$.

The weight of the deepest site shows how the sum is built. Starting after site 4, the successive ratios are $\rho_5,\rho_0,\rho_1,\rho_2,\rho_3$. Hence

$$S_4=1+1+1.4723+1.4723+2.1676+2.1676=9.280 .$$

With $p_4=1.4193\times10^{10}$ s$^{-1}$, this gives $u_4=6.538\times10^{-10}$ s. The sum of all six weights is $U=7.980\times10^{-10}$ s, so $P_4=0.819$. The current and velocity are

$$J=\frac{0.901815}{7.980\times10^{-10}\ \text{s}}
=1.130\times10^9\ \text{s}^{-1},$$

$$v=6\times10^{-9}\ \text{m}\times1.130\times10^9\ \text{s}^{-1}
=6.78\ \text{m/s}.$$

The slowest relaxation rate of the ring is $2.23\times10^{10}$ s$^{-1}$, or a time of about 45 ps. The mean time per net period is $1/J$, about 885 ps. In this example the occupations settle well before the carrier has advanced by one period on average.

### Why equal occupation gives the wrong sign

Sites 1, 3 and 5 have $p_n=q_n$, so they contribute nothing to $\sum_n(p_n-q_n)P_n$. The other three contributions, in units of $10^9$ s$^{-1}$, are

$$-100.52\times0.02990=-3.01,$$
$$-9.869\times0.13337=-1.32,$$
$$13.550\times0.81934=11.10 .$$

Their sum, taken before rounding, is 6.78, which gives the velocity above after multiplication by 1 nm. If each occupation is replaced by $1/6$, the large negative drift at site 0 dominates:

$$a\,\frac{-100.52-9.87+13.55}{6}\times10^9\ \text{s}^{-1}
=-16.1\ \text{m/s}.$$

The carrier spends little time at site 0 and most of its time at site 4. Ignoring this changes both the magnitude and the direction.

### Linear response and force reversal

At zero force, the output gives $Z=52.697$ and $R=6.2325\times10^{-11}$ s. With $kT/e=0.025852$ V,

$$\mu_0=\frac{36\times10^{-18}\ \text{m}^2}
{0.025852\ \text{V}\times52.697\times6.2325\times10^{-11}\ \text{s}}
=4.24\times10^{-7}\ \text{m}^2/(\text{V s}).$$

This is $4.24\times10^{-3}$ cm²/(V s). A test using the slope of the directly computed velocity at small force gives the same value.

For these rates $w_n=\nu\exp[-\max(E_n,E_{n+1})/kT]$. The deepest site supplies $e^{0.10/0.025852}=47.9$ of the sum $Z$, or 91 percent. The two bonds that touch the highest site supply 71 percent of $R$. The small mobility thus reflects both a long stay in the deepest site and a rare passage over the highest one.

At the chosen force, $v/F=6.78\times10^{-3}$ cm²/(V s), which is 1.60 times $\mu_0$. Linear response is not accurate here. The work per period is $Nf=2.32\,kT$, and both $1-\Gamma$ and $U$ are far from their small-force forms. The numerator $1-\Gamma$ is only 0.389 of its linear value $Nf/kT$, while $U$ has fallen from $ZR=3.284\times10^{-9}$ s to $7.980\times10^{-10}$ s, which raises the velocity by a factor 4.12. Together the two factors give 1.60. The value of $Nf/kT$ alone does not decide whether the response is linear. A uniform chain with rates $\nu e^{\pm f/2kT}$ has $v=2a\nu\sinh(f/2kT)$, whatever $N$ is used to describe it. For small $f/kT$ the changes in $1-\Gamma$ and $U$ then nearly cancel; in the present chain they do not.

Reversing the force gives $v=-3.07$ m/s. The forward speed is larger by a factor 2.21. Detailed balance fixes the two signs but does not require equal speeds. If the energy profile were its own mirror image, reflection would exchange the two force directions and the speeds would have to agree. The lack of mirror symmetry is therefore necessary for the difference.

Consider a force that switches between $+f$ and $-f$, with equal and long half-cycles. In the limit of long half-cycles the mean velocity tends to

$$\frac{6.78-3.07}{2}\ \text{m/s}=1.86\ \text{m/s}.$$

Settling of the occupations is not enough to reach this value. The transients after the two switches cost a fixed distance of about 0.22 nm per cycle, so the mean velocity is 1.38 m/s for half-cycles of 225 ps, five relaxation times, and 1.73 m/s for 885 ps. The mean force is zero, but the chain is driven, so this does not conflict with the vanishing velocity in equilibrium.

### A long random period

Suppose that the pairs $(p_n,q_n)$ are drawn independently from one distribution. The two rates of one site may be correlated. Write an overbar for the average over this distribution, and first let $\overline{\rho}<1$ with $\overline{1/p}$ finite.

The ratios in $S_n$ belong to sites other than $n$, so the average factorizes:

$$\overline{u_n}=\overline{1/p}\,\sum_{i=0}^{N-1}\overline{\rho}^{\,i}
\le C,\qquad C=\frac{\overline{1/p}}{1-\overline{\rho}}.$$

Keep only the first $M$ terms of each $S_n$. All terms are positive, so this gives a lower bound on $U/N$. Distant truncated terms are independent, and the law of large numbers makes their site average approach $\overline{1/p}\sum_{i<M}\overline{\rho}^{\,i}$. For large $M$ this comes as close to $C$ as desired. Since the average of $U/N$ cannot exceed $C$, appreciable upward deviations must also become improbable. Moreover $\overline{\Gamma}=\overline{\rho}^{\,N}$ tends to zero. For equal spacing, the velocity thus converges in probability to

$$v_\infty=a\,\frac{1-\overline{\rho}}{\overline{1/p}}.$$

Without disorder this is again $a(p-q)$.

If $\overline{1/p}$ diverges, the lower bound on $U/N$ grows without limit. With $\Gamma<1$ the numerator is at most one, so $v$ tends to zero: rare long waits dominate. The same happens if $\overline{\rho}\ge1$ while $\overline{\ln\rho}<0$. Then $\Gamma$ tends to zero and a long period has a forward bias with probability close to one, but stretches with repeated returns make $U/N$ diverge.

This limit does not apply directly to Miller–Abrahams rates with random site energies. There $p_n$ and $q_n$ depend on neighbouring energies, so different sites are correlated. The finite-period formula remains valid for each given set of rates.

### Where the result stops

The velocity formula needs jumps between nearest neighbours on a single path. Longer jumps add currents that bypass a site, and the recursion no longer closes with one current. In two or three dimensions a carrier can go around a poor bond, so the series sum $R$ is not a general mobility law for a film.

Several carriers that exclude one another also require a different master equation, because a jump then depends on whether its target is empty. Time-dependent rates in general need the full evolution. If they vary slowly compared with the relaxation of the ring, and the steady velocity does not average to zero, the steady formula with the rates of each moment gives the leading part of the mean velocity in the limit of long cycles, when the steady drift per cycle is large compared with the distance described next. A slow cycle of the rates can also move the carrier by a finite distance per cycle, which this formula omits. Where the steady velocity vanishes at every moment, as at zero force, that omitted part is the whole motion. Finally, $v$ is a mean: it does not give the spread of positions about that mean, which also requires the second moment of the displacement.

The numerical output lists the rates, weights and occupations of all six sites.

## Computed results

```
TESTS ON GENERAL CHAINS
largest random-ring velocity error: 1.8e-15 sites/time
unfolded chain, formula: 0.74206959 length/time
unfolded chain, first start: 0.74206959 length/time
unfolded chain, second start: 0.74206959 length/time
THERMAL HOPPING EXAMPLE
sites per period: 6
spacing: 1.0 nm
temperature: 300 K
thermal energy kT: 0.025852 eV
rate prefactor: 1.0e+12 1/s
work per forward hop: 0.010 eV
field magnitude: 1.000e+07 V/m
site, E (eV), p (1/s), q (1/s), u (s), P
0   0.00 2.12828e+11 3.13345e+11 2.38594e-11 0.029900
1   0.05 1.00000e+12 1.00000e+12 4.17614e-12 0.005233
2  -0.03 2.08965e+10 3.07657e+10 1.06428e-10 0.133371
3   0.08 1.00000e+12 1.00000e+12 1.32215e-12 0.001657
4  -0.10 1.41932e+10 6.42896e+08 6.53821e-10 0.819341
5   0.02 1.00000e+12 1.00000e+12 8.37802e-12 0.010499
sum of occupations: 1.000000
Gamma: 0.098185
1 - Gamma: 0.901815
sum of u: 7.979845e-10 s
bond current: 1.130116e+09 1/s
velocity, formula: 6.780697 m/s
velocity, master equation: 6.780697 m/s
slowest relaxation rate: 2.2289e+10 1/s
velocity for reversed force: -3.070653 m/s
speed ratio, forward/reversed: 2.208226
velocity from uniform occupation: -16.139167 m/s
uniform estimate / true velocity: -2.3802
sum of Boltzmann weights: 52.697422
sum of 1/w at zero force: 6.232478e-11 s
zero-field mobility, formula: 4.239925e-03 cm^2/(V s)
zero-field mobility, slope: 4.239925e-03 cm^2/(V s)
finite-field mobility v/F: 6.780697e-03 cm^2/(V s)
```
